# Kondo Resistivity at Low Temperature from Nozières's Phase Shift, part 2

We seek the $T^2$ fall of the resistivity $\rho_{\rm imp}(T)$ due to dilute, independent spin-1/2 impurities in a metal. Each is screened by one channel of conduction electrons, with particle-hole symmetry, no field during the resistivity measurement, and $T$ far below the Kondo temperature $T_K$. So far $\hbar=k_B=1$; both are restored where resistivities are calculated. The electron has charge $e$ and mass $m$, and $k_F$ is the Fermi wavenumber.

Energies $\varepsilon$ are measured from the Fermi level, and $f$ is the Fermi function. In a large sphere around the impurity there are $\nu_1$ channel levels per unit energy and spin. An occupied level raises one of opposite spin by $U$. With $\delta N_{-\sigma}$ the change in the number of opposite-spin quasiparticles, the phase shift for spin $\sigma=\pm1$ is

$$
\delta_\sigma(\varepsilon)=\frac{\pi}{2}+\frac{\varepsilon}{T^*}-\pi\nu_1U\,\delta N_{-\sigma}.
$$

A shift of the chemical potential carries the Kondo resonance with it, so the phase shift at the new Fermi level stays $\pi/2$. This fixes $U=1/(\pi\nu_1^2T^*)$. For quasiparticles on the impurity orbital of the symmetric Anderson model, the corresponding repulsion is $\tilde U=\pi T^*$. This was tested by the numerical renormalization group (NRG).

In a field $B$, with $h=g\mu_BB/2$, levels of spin $\sigma$ are filled up to $\varepsilon=\sigma h$, and $\delta N_{-\sigma}=-\sigma\nu_1h$. The magnetization of the impurity is

$$
M=\frac{g\mu_B}{2}\,\frac{\delta_\uparrow-\delta_\downarrow}{\pi}.
$$

The resulting zero-temperature susceptibility $\chi_{\rm imp}$, with $T_K$ defined by $\chi_{\rm imp}(T=0)=(g\mu_B)^2/(4k_BT_K)$, gives $T^*=\frac{4}{\pi}T_K$.

Collisions between quasiparticles have the golden-rule rate $\Gamma=2\pi U^2\nu_1^3 I$, with phase-space integral $I=(\varepsilon^2+\pi^2T^2)/2$. The loss probability in one pass of the impurity is $P=2\pi\nu_1\Gamma$. The outgoing amplitude $S$, relative to a free wave, is

$$
S=e^{2i\delta}\left(1-\frac P2\right),
$$

with $\delta=\pi/2+\varepsilon/T^*$. The total scattering rate relative to the unitary value is $w=(1-{\rm Re}\,S)/2$.

## From the scattering rate to the resistivity

The first half used the energy $\varepsilon$ from the Fermi level, the Fermi function $f$, and the inverse slope $T^*$ of the phase shift. It gave $T^*=4T_K/\pi$, with $T_K$ defined by $\chi_{\rm imp}(0)=(g\mu_B)^2/(4k_BT_K)$. An electron passing an impurity is lost from its one-electron state with probability $P=2(\varepsilon^2+\pi^2T^2)/T^{*2}$. Its total scattering rate, relative to the unitary value, is $w=1-\varepsilon^2/T^{*2}-P/4$.

The minus sign before $P$ deserves attention, since inelastic processes are an additional way to scatter. The total rate can be divided into an elastic and an inelastic cross-section,

$$
w=\frac{|1-S|^2}{4}+\frac{1-|S|^2}{4},
$$

as expanding the first square shows. The second term is $P/4$ and is positive. In the first, ${\rm Re}\,S\simeq-1+2\varepsilon^2/T^{*2}+P/2$ and $|S|^2=1-P$ give

$$
\frac{|1-S|^2}{4}=\frac{1-2\,{\rm Re}\,S+|S|^2}{4}
=1-\frac{\varepsilon^2}{T^{*2}}-\frac P2 .
$$

At the unitary limit the scattered wave results from a reversal of sign of the outgoing wave. A loss of flux weakens this reversed wave, and the elastic cross-section falls by twice the amount that the inelastic one gains. The net effect is $-P/4$. In what follows, the elastic part of the resistivity decrease means the part that the energy-dependent phase shift would give with $P=0$, and the inelastic part means the whole further change due to $P$.

For transport, let $\nu$ be the bulk density of states per spin and volume, $n$ the electron density and $n_i$ the impurity density. The optical theorem for one partial wave gives the scattering rate

$$
\frac1\tau=\frac{2n_i}{\pi\hbar\nu}\,w(\varepsilon,T).
$$

For free electrons $\nu=mk_F/(2\pi^2\hbar^2)$, and at $w=1$ this rate is $n_i(\hbar k_F/m)(4\pi/k_F^2)$, the impurity density times the velocity times the unitary cross-section for an s wave. The total rate is also the rate at which current decays. Electrons that leave in the single s-wave channel, elastically or not, are distributed evenly over directions and carry no average current. The disturbance of the electron distribution by an electric field is proportional to the cosine of the angle to the field. Its average over directions is zero, so it does not alter the populations that the channel offers as collision partners.

The Boltzmann equation for an isotropic band then gives

$$
\frac1\rho=\frac{ne^2}{m}\int d\varepsilon\left(-\frac{\partial f}{\partial\varepsilon}\right)\tau(\varepsilon).
$$

Denote the thermal average with weight $-\partial f/\partial\varepsilon$ by angular brackets. Let $\rho_0$ be the resistivity at $w=1$ and write $w=1-u$. Since $u$ is small, $1/w\simeq1+u$ and

$$
\frac{\rho_{\rm imp}}{\rho_0}=\frac{1}{\langle1/w\rangle}\simeq1-\langle u\rangle .
$$

The average that is needed follows from one integration by parts, with $x=\varepsilon/T$ and $k_B=1$:

$$
\langle\varepsilon^2\rangle=2T^2\int_0^\infty x^2\left(-\frac{df}{dx}\right)dx
=4T^2\int_0^\infty\frac{x\,dx}{e^x+1}=\frac{\pi^2T^2}{3}.
$$

The elastic and inelastic reductions are therefore

$$
\frac{\langle\varepsilon^2\rangle}{T^{*2}}=\frac{\pi^2}{3}\frac{T^2}{T^{*2}},
\qquad
\frac{\langle P\rangle}{4}=\frac12\left(\frac{\pi^2}{3}+\pi^2\right)\frac{T^2}{T^{*2}}
=\frac{2\pi^2}{3}\frac{T^2}{T^{*2}} .
$$

Their sum is $\pi^2(T/T^*)^2$. Inserting $T^*=4T_K/\pi$ multiplies each coefficient by $\pi^2/16$, which gives

$$
\frac{\rho_{\rm imp}(T)}{\rho_{\rm imp}(0)}
=1-\left(\frac{\pi^4}{48}+\frac{\pi^4}{24}\right)\left(\frac{T}{T_K}\right)^2
=1-\frac{\pi^4}{16}\left(\frac{T}{T_K}\right)^2 .
$$

The first term in the bracket is elastic and the second inelastic. If the literal cross-sections are preferred, the elastic one contributes a fall of five thirds of the total and the inelastic one a rise of two thirds.

A second calculation tests the coefficient without using the one-pass argument or the expansion of $w$. It starts from quasiparticles with the full Lorentzian density of states of half-width $T^*$ and repulsion $\pi T^*$, computes their broadening from the second-order self-energy at finite temperature, and averages the resulting lifetime. The real part of the self-energy is absorbed in $T^*$, since what remains of it affects the resistivity beyond order $T^2$. At $\varepsilon=0.02\,T^*$ and $T=0.01\,T^*$ the loss probability is $2.764\times10^{-3}$, against $2.774\times10^{-3}$ from the formula. Extrapolated from $T=0.01\,T^*$ and $0.02\,T^*$, the resistivity coefficient is 6.0878, compared with $\pi^4/16=6.0881$. The elastic and inelastic parts are 2.0294 and 4.0585, compared with 2.0294 and 4.0587.

Real samples contain other scatterers. Suppose that they add an independent, isotropic rate $b$, in units of the unitary impurity rate and constant in energy. Then

$$
\frac{\rho}{\rho_0}=\frac{1}{\langle1/(b+1-u)\rangle}
\simeq b+1-\langle u\rangle .
$$

The absolute change is the same as before at this order. The relative change of the total resistivity is smaller by the factor $1/(1+b)$, so the background must be subtracted before the formula is applied.

Ordinary potential scattering at the impurity itself acts differently, because it adds to the Kondo phase shift. Assume that it contributes a constant $\delta_p$ and leaves $T^*$ and $P$ unchanged. With $x=\varepsilon/T^*$ the rate becomes

$$
w=\tfrac12\left[1+\cos(2\delta_p+2x)\left(1-\tfrac P2\right)\right]
\simeq\cos^2\delta_p-x\sin2\delta_p-\left(x^2+\tfrac P4\right)\cos2\delta_p .
$$

The term linear in $x$ vanishes on average in $w$, but its square survives in $\langle1/w\rangle$:

$$
\cos^2\delta_p\left\langle\frac1w\right\rangle
=1+\frac{\cos2\delta_p}{\cos^2\delta_p}\left\langle x^2+\frac P4\right\rangle
+\frac{\sin^22\delta_p}{\cos^4\delta_p}\langle x^2\rangle .
$$

The two prefactors are $1-\tan^2\delta_p$ and $4\tan^2\delta_p$, and the averages are $\pi^2(T/T^*)^2$ and one third of that. The relative decrease is thus multiplied by

$$
1-\tan^2\delta_p+\tfrac43\tan^2\delta_p=1+\tfrac13\tan^2\delta_p .
$$

For $\delta_p=0.20$ rad this is 1.014. This factor holds when the impurities are the only scatterers. With a background rate $b$, the term $\tfrac43\tan^2\delta_p$ is multiplied by $\cos^2\delta_p/(b+\cos^2\delta_p)$. The factor for the impurity part then drops below unity once $b>\cos^2\delta_p/3$, and it tends to $1-\tan^2\delta_p$, or 0.959 for the same $\delta_p$, when the background dominates. The expansion fails as $\delta_p$ approaches $\pi/2$, where the zero-temperature resistivity itself vanishes.

A larger change comes from having more than one screening channel. Let an impurity of spin $S_i=n_c/2$ be screened by $n_c$ equivalent channels, with an exchange coupling that conserves the number of electrons in each. Let $u_0$ be the interaction energy of two levels in the same channel with opposite spins, $a$ that for different channels and equal spins, and $d$ that for different channels and opposite spins. A shift of the chemical potential in one channel must leave all phase shifts at the respective Fermi levels unchanged, by the argument used before. In the shifted channel this fixes $u_0=1/(\pi\nu_1^2T^*)$, and in any other channel it requires $a+d=0$.

Symmetry supplies one more relation. The exchange coupling is the same for all channels, so it is unchanged when the channels are rotated into one another. Two local electrons in a spin singlet are symmetric in their channels, those in a triplet are antisymmetric, and the rotations connect all channel states of each kind. A local interaction of two electrons therefore has one strength for spin singlets, which is $u_0$, and one for spin triplets, which is $a$. Opposite spins in different channels are an equal mixture of both, so $d=(u_0+a)/2$. With $d=-a$ this gives $a=-u_0/3$ and $d=u_0/3$. The same mixture allows the two electrons to exchange their spins, with amplitude of magnitude $(u_0-a)/2=2u_0/3$. The golden-rule rate adds the squares over all partners and outcomes:

$$
1+(n_c-1)\left(\frac19+\frac19+\frac49\right)=\frac{2n_c+1}{3}.
$$

This factor multiplies the inelastic part, which was two thirds of the total. The total coefficient, at fixed $T^*$, is multiplied by

$$
\frac13+\frac23\,\frac{2n_c+1}{3}=\frac{4n_c+5}{9}.
$$

In a field the other channels also contribute to the phase shift at the Fermi edge, which becomes

$$
\delta_\sigma-\frac\pi2=\frac{\sigma h}{T^*}\left[1+1-(n_c-1)\frac{a-d}{u_0}\right]
=\frac{\sigma h}{T^*}\,\frac{2(n_c+2)}{3}.
$$

Summing the magnetization over channels gives $\chi_{\rm imp}=n_c(n_c+2)(g\mu_B)^2/(3\pi k_BT^*)$. The corresponding definition of the Kondo temperature, again by comparison with Curie's law, is $\chi_{\rm imp}=(g\mu_B)^2S_i(S_i+1)/(3k_BT_K)$. Since $S_i(S_i+1)=n_c(n_c+2)/4$, the relation $T^*=4T_K/\pi$ is unchanged. The factor $(4n_c+5)/9$ therefore also holds at fixed $T_K$.

Iron in gold is a dilute alloy with a low Kondo temperature, and it provides the scale for an example. Take 2.0 ppm of impurities and the rough value $T_K=0.5$ K, so that $T^*=0.64$ K. Gold is treated as a free-electron metal with one electron per atom and four atoms in a cube of side 0.41 nm. The electron density $n$ is four per cube, which gives $k_F=(3\pi^2n)^{1/3}=12\ {\rm nm}^{-1}$. With the concentration $c=n_i/n$, the unitary resistivity is

$$
\rho_0=\frac{m}{ne^2}\,\frac{2n_i}{\pi\hbar\nu}=\frac{4\pi\hbar c}{e^2k_F}=0.86\ {\rm n\Omega\,cm}.
$$

At $T=0.05$ K the ratio $(T/T_K)^2$ is 0.01. The elastic reduction is 2.0 percent and the inelastic one 4.1 percent, together 6.1 percent. The impurity resistivity falls by 0.05 nΩ cm, to 0.81 nΩ cm. At 0.02 K the reduction would be 0.97 percent.

The quadratic law is already strained at 0.05 K. The thermal mean of $P$ is $(8\pi^2/3)(T/T^*)^2=0.16$, which is not very small. The Lorentzian calculation with the second-order self-energy gives a reduction of 5.3 percent at this temperature, about 13 percent less than the quadratic law relative to the latter. That calculation contains some of the higher powers of $T$ but not all of them. Keeping the rest of the real part of the self-energy, for instance, would change 5.3 to 5.1 percent. The calculation therefore indicates the size of the correction and does not replace the formula.

Set beside the real alloy, the spin-1/2 model has a more serious defect. Iron in gold is better represented by a spin 3/2 screened by three channels. At the same $T_K$ and temperature, the quadratic law then gives a reduction of 11.5 percent instead of 6.1 percent. This is only a rough figure, because the thermal mean of $P$ rises to 0.38. If the scattering is treated as equally strong in all directions, three equivalent channels raise the unitary resistivity to 2.6 nΩ cm. The channels of iron are d-like, so the real rate depends on direction. Electrons moving in weakly scattered directions then carry more of the current, which lowers this value unless other, isotropic scattering dominates. When both kinds of scattering matter, the relative reduction of the impurity part can also be somewhat smaller. If the scattering were equally strong in all directions, a one-channel fit to such an alloy would give a $T_K$ too small by a factor $\sqrt{17/9}\approx1.37$. Two other omissions matter less for these numbers. Interactions between impurities, taken as proportional to concentration with a rough typical strength, have a scale of 0.002 K, or 4 percent of the temperature. They would reach the temperature itself at 50 ppm, where the assumption of independent impurities fails. The phonon resistivity, scaled down by the Bloch-Grüneisen law from a rough 2200 nΩ cm at 300 K with a Debye temperature of 170 K, is of order $10^{-12}$ nΩ cm and can be ignored. The numerical output below lists the values behind these estimates.

## Calculated quantities

```
TESTS
NRG: bare U/(pi width) = 3.00
NRG: bare width / half-bandwidth = 0.010
NRG: T_star / half-bandwidth = 8.0255e-04
NRG: T_K from chi / half-bandwidth = 6.3386e-04
NRG: interaction/(pi T_star) = 1.0089 (theory 1)
NRG: T_star/T_K = 1.2661 (theory 1.2732)
phase-space integral at energy 1.3 T = 5.77980 T^2
loss probability, self-energy road = 2.76434e-03
loss probability, formula = 2.77392e-03
total coefficient, self-energy road = 6.0878
total coefficient, pi^4/16 = 6.0881
elastic coefficient, numerical = 2.0294
elastic coefficient, pi^4/48 = 2.0294
inelastic coefficient, numerical = 4.0585
inelastic coefficient, pi^4/24 = 4.0587
coefficient with T_star as scale, pi^2 = 9.8696
EXAMPLE: iron-like impurities in gold, rough inputs
lattice constant = 0.408 nm
impurity concentration = 2.0 ppm
T_K = 0.50 K
T_star = 0.6366 K
temperature = 0.050 K
electron density = 58.90 nm^-3
Fermi wavenumber = 12.036 nm^-1
Fermi energy = 5.520 eV
unitary resistivity = 0.8578 nOhm cm
elastic reduction = 2.029 percent
inelastic reduction = 4.059 percent
total reduction = 6.088 percent
resistivity at this temperature = 0.8056 nOhm cm
change of resistivity = -0.05222 nOhm cm
thermal mean loss probability = 0.1623
reduction at 0.01 K = 0.244 percent
reduction at 0.02 K = 0.974 percent
reduction at 0.03 K = 2.192 percent
NEGLECTED EFFECTS
reduction with partial higher orders = 5.297 percent
potential phase shift, rough = 0.20 rad
potential-scattering factor = 1.0136
three-channel inelastic factor = 2.3333
three-channel total factor = 1.8889
three-channel coefficient = 11.4997
three-channel reduction = 11.500 percent
three-channel unitary resistivity = 2.5735 nOhm cm
impurity-interaction scale = 0.0020 K
interaction scale / temperature = 0.0400
Debye temperature, rough = 170 K
phonon resistivity at 300 K, rough = 2200 nOhm cm
phonon resistivity at 0.05 K = 1.390e-12 nOhm cm
```
